Spin projection after UHF and the slope at the Coulson-Fischer point

**The argument under review**

The author computes a dissociation curve with unrestricted Hartree-Fock (UHF), projects each converged determinant onto its singlet part, and uses the projected energies as a potential curve. The curve is said to be smooth for three reasons. The UHF energy has a continuous slope where it leaves the restricted (RHF) curve. The spin projector does not depend on the geometry. And projection removes the broken symmetry, hence also any trace of the place where the breaking began.

The first two statements are correct under the conditions given below. Do they imply the conclusion? A fixed projector gives a smooth result if it acts on a smoothly varying state. Smoothness of the UHF energy does not establish smoothness of the UHF orbitals, so the orbitals must be examined.

**How the orbitals change at the onset**

Let λ be a smooth parameter of the Hamiltonian, such as a bond length, and let λc be the Coulson-Fischer point, where the closed-shell RHF determinant becomes unstable to different orbitals for different spins. Orbitals are real, and λ increases into the broken-symmetry region. Let θ measure the unstable rotation, applied with +θ to the α orbitals and −θ to the β orbitals. Exchanging the two spins turns θ into −θ without changing the energy, so only even powers occur. With all other orbital variables relaxed at fixed θ,

E_UHF(θ,λ) = E_RHF(λ) + a(λ)θ² + bθ⁴ + O(θ⁶).

I assume that a passes through zero with a nonzero rate, from positive to negative, and that b > 0. Setting the derivative 2aθ + 4bθ³ to zero gives θ = 0 before the onset and, to leading order beyond it,

θ² = −a/(2b).

Inserting this gives

E_UHF − E_RHF = −a²/(2b) + a²/(4b) = −a²/(4b).

Since a is proportional to λ − λc near the onset, this energy lowering is quadratic in λ − λc. The UHF slope is continuous and its curvature jumps. The angle behaves differently: θ² has a corner, and θ itself grows as the square root of λ − λc. Any quantity that contains θ² with a nonzero coefficient inherits that corner. The UHF energy escapes because its own θ² coefficient, a, vanishes at the onset.

**What projection does to the corner**

Let w be the triplet weight of the normalized UHF determinant, E_T the energy of its triplet component, and E_P that of its singlet component. The Hamiltonian conserves spin, so there are no cross terms. The triplet amplitude is of first order in θ. It comes from the first-order term of the rotation, an α single excitation minus the same β excitation, which is a triplet with M_S = 0. Higher spins need at least two such triplet-coupled excitations, so their amplitude is of order θ² and their weight of order θ⁴. Therefore

E_UHF = (1 − w)E_P + wE_T + O(θ⁴),

which rearranges to

E_P = E_UHF − w(E_T − E_P) + O(θ⁴).

Because w is already of order θ², the bracket may be taken at the onset, where E_P = E_RHF. Terms of order θ⁴ are quadratic in λ − λc and do not affect the slope there. The slope of E_UHF is continuous, and w = 0 before the onset. Hence

jump in dE_P/dλ = −(E_T − E_RHF) dw/dλ,

with dw/dλ taken just beyond λc. If the unstable triplet lies above the RHF state, the projected curve bends abruptly downward. The jump would vanish if the two energies coincided.

The same result can be read as a failure of the Hellmann-Feynman theorem. Write E_P = E_RHF − pθ² and θ² = c(λ − λc) near the onset. The orbital contribution to the slope is

(∂E_P/∂θ)(dθ/dλ) = (−2pθ)(c/(2θ)) = −pc.

The first factor vanishes at the onset, the second diverges, and the product is finite. For the UHF energy this term is absent, since UHF makes E_UHF, and not E_P, stationary.

If b is negative, the expansion to fourth order has no minimum beyond the onset, and the result above does not apply. That case is not treated here.

**What changes when the orbitals vary after projection**

Now let the orbitals minimize E_P itself. One must ask whether this calculation also starts from a closed-shell determinant and leaves it at some onset. Take one doubly occupied orbital i and one empty orbital a (an orbital label here, not the coefficient above). With c = cos θ and s = sin θ, use ci + sa for α and ci − sa for β. The pair becomes

c²|iα iβ| − s²|aα aβ| + cs(|aα iβ| − |iα aβ|).

The last bracket is a triplet, and projection removes it. Let E0 and E2 be the energies of the determinants with the pair in i and in a. They are coupled by the exchange integral K, the repulsion of the product density ia with itself, which is positive. Then

E_P = (c⁴E0 + s⁴E2 − 2c²s²K)/(c⁴ + s⁴).

Subtracting E0 and expanding gives

E_P − E0 = [s⁴(E2 − E0) − 2c²s²K]/(c⁴ + s⁴) = −2Kθ² + O(θ⁴).

A closed-shell determinant is thus never a minimum of the projected energy when such a pair with K > 0 exists. The optimized orbitals are already different for the two spins on the side where UHF still coincides with RHF.

The point λc is defined by the stability of the unprojected energy and has no role in the stationarity conditions of the projected one. If the projected minimum is isolated, apart from redundant rotations that leave the state unchanged, and its Hessian is nonsingular, the implicit function theorem gives orbitals that vary smoothly with λ through λc. These conditions matter: two minima of the projected energy could cross elsewhere and produce a kink of their own.

**A case that can be solved**

Consider two electrons on two sites with hopping t > 0 and on-site repulsion U > 0. The bonding and antibonding orbitals g and u have energies −t and +t. Both electrons in g, or both in u, are found on the same site with probability 1/2, which costs U/2. The coupling between these two configurations is K = U/2. The triplet has one electron in each orbital and no double occupancy, so E_T = 0.

Use the rotation above with i = g and a = u, and set y = cos 2θ = c² − s². Then c⁴ − s⁴ = y. The singlet and triplet weights are

c⁴ + s⁴ = (1 + y²)/2,  w = 2c²s² = (1 − y²)/2.

The triplet contributes no energy, so the UHF energy is the singlet numerator:

E_UHF = c⁴(−2t + U/2) + s⁴(2t + U/2) − 2c²s²(U/2)
= −2t(c⁴ − s⁴) + (U/2)(c² − s²)²
= −2ty + Uy²/2.

Dividing by the singlet weight gives

E_P = (Uy² − 4ty)/(1 + y²).

UHF minimizes the first expression: −2t + Uy = 0, so y = 2t/U if U > 2t, and y = 1 otherwise. The onset is at t = U/2. On the broken side E_UHF = −2t²/U, while projection after convergence gives

E_P = (4t²/U − 8t²/U)/(1 + 4t²/U²) = −4t²U/(U² + 4t²).

Varying after projection means minimizing E_P over y. The numerator of its derivative is

(2Uy − 4t)(1 + y²) − 2y(Uy² − 4ty) = 4ty² + 2Uy − 4t,

so the condition is 2ty² + Uy − 2t = 0, whose positive root is

y = [−U + √(U² + 16t²)]/(4t).

At a stationary point a quotient equals the quotient of the derivatives, hence E_P = (2Uy − 4t)/(2y) = U − 2t/y. The quadratic condition gives 2t/y = 2ty + U, and therefore

E_P = −2ty = [U − √(U² + 16t²)]/2.

This is also the lower eigenvalue of the two-configuration matrix with diagonal elements U/2 ∓ 2t and coupling U/2, so here the method reproduces full configuration interaction (full CI) within the model. It is smooth at t = U/2, where y = 0.618 while UHF still has y = 1.

**The consequence for a bond curve**

Let the hopping decay as t = t0 exp[−κ(R − R0)] and add the smooth repulsion A(t/t0)² to every energy. I take U = t0 = 4 eV, A = 5 eV, R0 = 1 Å and κ = 1 Å⁻¹. These are round model values and describe no particular molecule. The onset, t = 2 eV, lies at R = 1 + ln 2 = 1.693 Å.

Since dt/dR = −κt, slopes in R follow from slopes in t. Before the onset the electronic energy is −2t + U/2, with derivative −2. Beyond it,

dE_P/dt = −4U[2t(U² + 4t²) − 8t³]/(U² + 4t²)² = −8tU³/(U² + 4t²)²,

which equals −1 at t = U/2. Multiplying by −κt = −κU/2 gives electronic slopes of κU = 4 eV/Å before and κU/2 = 2 eV/Å after. The repulsion contributes

−2κAt²/t0² = −2 × 5 × 4/16 = −2.5 eV/Å

on both sides. The total slope therefore changes from +1.5 to −0.5 eV/Å, a jump of −2 eV/Å. The general formula gives the same value. At the onset E_T − E_RHF = 2t − U/2 = 2 eV, and w = (1 − 4t²/U²)/2 gives dw/dR = 4κt²/U² = 1 Å⁻¹. The slopes obtained numerically from explicit states agree: the UHF slope is +1.500 eV/Å on both sides, and the slope with orbitals varied after projection is +1.078 eV/Å on both sides.

The different orders of the two energy lowerings are visible slightly further out. At R = 1.8 Å UHF lies 0.021 eV below RHF, in accord with

E_UHF − E_RHF = −2t²/U + 2t − U/2 = −(2/U)(t − U/2)².

The projected energy lies 0.192 eV below RHF at the same distance, because its lowering begins linearly.

With these parameters the change of sign turns the kink into a cusp-shaped barrier. Setting the derivative of the projected total energy with respect to t² to zero gives

−4U³/(U² + 4t²)² + A/t0² = 0,  U² + 4t² = √(4U³t0²/A) = 28.6 eV².

Thus t² = 3.16 eV² and R = 1.812 Å. The curve has a second minimum there, 0.028 eV below the cusp, besides the inner one at 1.223 Å. On the scan from 1 to 4 Å the curve varied after projection has one minimum, at 1.275 Å. The outer minimum of the author's type of curve is therefore an artifact in this model.

It is not a general consequence of the kink. The slope just beyond the onset is κU/2 − κAU²/(2t0²), which is negative only for A > t0²/U = 4 eV. The slope before the onset is positive only for A < 2t0²/U = 8 eV. A cusp barrier needs A between these values. The jump −κU/2 does not depend on A.

**Where the author's procedure works well**

For t much smaller than U, expansion of the two projected results gives the same first two terms,

E_P = −4t²/U + 16t⁴/U³ + …,

whereas UHF gives −2t²/U. The factor of two has a simple origin: as y tends to zero, half of the UHF determinant is triplet with energy zero, so E_UHF is half of E_P. Projection removes that half.

The bond curve shows both regimes. Relative to full CI of the model, the energy projected after convergence is too high by 0.47 eV at the onset, 0.15 eV at 2.0 Å and 0.001 eV at 3.0 Å. Good agreement at large separation is thus no evidence of a sound curve at intermediate distances. Before the onset the converged determinant is already a singlet, projection does nothing, and the full RHF error remains.

**More than two electrons**

The dimer is special because optimization after projection recovers full CI. A four-site open Hubbard chain with four electrons removes this coincidence. At U = 1.8585t the energies are −2.621t for UHF, −2.697t for projection after convergence, −2.918t for variation after projection and −2.964t for full CI.

With λ = U, linear response places the onset at U = 1.7082t. The UHF slope dE/dU is 1.0000 on both sides. The slope after projection falls from 1.0000 to 0.4373, a jump of −0.5627. The triplet built from the unstable rotation lies 0.7052t above RHF, and dw/dU = 0.7980/t, so the general formula gives

−0.7052 × 0.7980 = −0.563.

With orbitals varied after projection, the slope changes by −0.01534 between points 0.04t below and above the onset, and by −0.00767 when that distance is halved. A change proportional to the interval is what ordinary curvature produces; a kink would leave a finite remainder. At half the onset repulsion, a small rotation of the highest occupied and lowest empty orbitals lowers the projected energy by 0.5122t per θ², against 2K = 0.5125t. The projected energy thus favours different orbitals for the two spins well before UHF does. The numerical output below gives the full set of values.

**Requested correction**

The claim of smoothness should be withdrawn for the curve projected after convergence. The author should locate the RHF instability and report the slopes on both sides of it. Forces, vibrational constants or barriers should not be taken from a fit across that point. If a curve through the onset region is needed, one remedy is to optimize the orbitals for the projected energy and to follow the solution from point to point, checking that it stays on one minimum.

Values computed for the example and the checks

```
Dimer: U=4.0 eV, t0=4.0 eV, A=5.0 eV
R0=1.0 Angstrom, kappa=1.0 1/Angstrom
onset: t=2.0000 eV, R=1.6931 Angstrom
R/Angstrom  t/eV  E/eV: RHF UHF PAV VAP
1.2000 3.2749 -1.1982 -1.1982 -1.1982 -1.4968
1.5000 2.4261 -1.0128 -1.0128 -1.0128 -1.4089
1.6931 2.0000 -0.7500 -0.7500 -0.7500 -1.2221
1.8000 1.7973 -0.5851 -0.6057 -0.7776 -1.1041
2.0000 1.4715 -0.2664 -0.4060 -0.7282 -0.8816
2.5000 0.8925 +0.4639 -0.1494 -0.4154 -0.4318
3.0000 0.5413 +1.0089 -0.0549 -0.1815 -0.1827
slopes dE/dR at onset, eV/Angstrom: left, right, jump
UHF +1.500 +1.500 -0.000
PAV +1.500 -0.500 -2.000
VAP +1.078 +1.078 -0.000
E_T-E_RHF at onset = 2.0000 eV
dw/dR just beyond onset = 1.000 1/Angstrom
-(E_T-E_RHF) dw/dR = -2.000 eV/Angstrom
y of VAP at onset = 0.6180 (UHF: 1)
PAV inner minimum: R=1.223 Angstrom, E=-1.2000 eV
PAV outer minimum: R=1.812 Angstrom, E=-0.7779 eV
PAV cusp above outer minimum = 0.0279 eV
VAP minimum: R=1.275 Angstrom, E=-1.5125 eV
number of minima on scan: PAV 2, VAP 1
E/(-4t^2/U) at t=U/100: UHF 0.5000, PAV 0.9996, VAP 0.9996
Chain of 4 sites, energies in units of t
onset U_c = 1.7082 t
dE/dU at onset: RHF 1.0000, UHF right 1.0000
dE/dU at onset: PAV right 0.4373, jump -0.5627
E_T-E_RHF = 0.7052 t, dw/dU = 0.7980 1/t
-(E_T-E_RHF) dw/dU = -0.5627
VAP slope change over U_c +- 0.04 t: -0.01534
VAP slope change over U_c +- 0.02 t: -0.00767
at U=0.8541 t: projected fall/theta^2 = -0.5122 t
at U=0.8541 t: -2K = -0.5125 t
at U=1.8585 t: UHF -2.62060, PAV -2.69666 t
at U=1.8585 t: VAP -2.91834, full CI -2.96375 t
```
